\section*{Impedance and relaxation of a stabilized ferroelectric-dielectric stack, part 2}

A ferroelectric film (thickness $t_f$, background permittivity $\varepsilon_b$, damping $\rho$, Landau coefficients $a<0<b$) is in series with a linear dielectric ($t_d$, $\varepsilon_d$). The basic model has uniform layers, no conduction and no free interface charge. $P$ is the polarization, $D$ the electrode charge density, $V$ the voltage and $E_f$ the film field. The energy per area is
\begin{equation}
W=t_f\left[\frac a2P^2+\frac b4P^4+\frac{(D-P)^2}{2\varepsilon_b}\right]+\frac{t_dD^2}{2\varepsilon_d}, \label{W}
\end{equation}
with
\begin{align}
\frac{\partial W}{\partial D}&=t_fE_f+t_d\frac{D}{\varepsilon_d}=V,\label{WD}\\
-\frac{\partial W}{\partial P}&=t_f(E_f-aP-bP^3)=t_f\rho\frac{dP}{dt}.\label{WP}
\end{align}

About a static state $P_0$ the curvature is $\alpha=a+3bP_0^2$. Small changes $p$, $d$, $v$, $e$, $e_d$ (polarization, displacement, voltage, film and dielectric fields) and the current density $j=sd$ vary as $e^{st}$, with $s=i\omega$ for sinusoidal signals. With friction $\eta=t_f\rho$, $B=W_{DP}=-t_f/\varepsilon_b$ and $K=W_{PP}=t_f(\alpha+1/\varepsilon_b)$, the linear equations give $p=-Bd/(K+s\eta)$. Adding the layer impedances and, separately, using $W$ both gave the impedance times area $Z=v/j$:
\begin{align}
Z&=\frac{s+\gamma_V}{sC_\infty(s+\gamma_Q)},& \frac1{C_\infty}&=\frac{t_f}{\varepsilon_b}+\frac{t_d}{\varepsilon_d},\label{Zagain}\\
\gamma_V&=\frac{\alpha+1/S}{\rho},\quad \gamma_Q=\frac{\alpha+1/\varepsilon_b}{\rho},& S&=\varepsilon_b+\frac{\varepsilon_dt_f}{t_d}.\label{ratesagain}
\end{align}
Here $\gamma_V$ and $\gamma_Q$ are the relaxation rates at fixed voltage and fixed charge. Always $\gamma_Q>\gamma_V$, and the uniform state is stable at fixed voltage when $\gamma_V>0$. The static capacitance $C_0=C_\infty\gamma_Q/\gamma_V$ obeys
\begin{equation}
\frac1{C_0}=\frac{t_d}{\varepsilon_d}+\frac{\alpha t_f}{1+\varepsilon_b\alpha}
=\frac1{C_d}+\frac1{C_f}. \label{series}
\end{equation}

The example has $t_f=1.5$ nm, $t_d=1$ nm, relative permittivities 20 (film background) and 9 (dielectric), $a=-1.0\times10^9$ m/F, $b=2.5\times10^{10}$ m$^5$/(F$\,$C$^2$) and $\rho=0.5\ \Omega\,$m. At zero bias $\gamma_V=4.74$ and $\gamma_Q=9.29$ ns$^{-1}$; $C_\infty=4.76$, $C_0=9.32$, $C_d=7.97$ and $C_f=-54.9\ \mu$F/cm$^2$.

\subsection{Why the stack dissipates and stays capacitive}

The chain rule with Eqs.~\eqref{WD} and \eqref{WP} gives the power balance
\begin{equation}
\frac{dW}{dt}=V\frac{dD}{dt}-t_f\rho\left(\frac{dP}{dt}\right)^2. \label{power}
\end{equation}
It holds for the nonlinear model. Over a closed cycle $W$ returns to its initial value, so the source supplies the heat. The negative capacitance of the film delivers no net energy.

For small sinusoidal signals, set $s=i\omega$ and use $(\gamma_V+i\omega)(\gamma_Q-i\omega)=\gamma_V\gamma_Q+\omega^2+i\omega(\gamma_Q-\gamma_V)$. The result is
\begin{equation}
Z=\frac{\gamma_Q-\gamma_V}{C_\infty(\omega^2+\gamma_Q^2)}
-i\,\frac{\gamma_V\gamma_Q+\omega^2}{\omega C_\infty(\omega^2+\gamma_Q^2)}. \label{parts}
\end{equation}
The real part is positive. In a stable stack the imaginary part is negative for every $\omega>0$, as for an ordinary capacitor.

Splitting $Z$ into partial fractions makes this sharper:
\begin{equation}
Z=\frac1{sC_0}+\left(\frac1{C_\infty}-\frac1{C_0}\right)\frac1{s+\gamma_Q}. \label{partial}
\end{equation}
Both coefficients are positive. The stack has the impedance of a positive capacitor $C_0$ in series with a parallel pair of positive resistance and capacitance. Terminal impedance alone therefore cannot reveal a negative layer in this model; $C_d$ must be known separately.

In the example, $Z=1102-17146i$ at 0.1 GHz, $760-2221i$ at 1 GHz and $24-331i$ at 10 GHz, all in $\Omega\,\mu$m$^2$. Far above the relaxation the real part falls as $1/\omega^2$. The linear equations give $sp=-Bj/(K+s\eta)$, so at a given current amplitude the rate of change of the polarization falls as $1/\omega$, and the heat as its square.

The nonlinear equation was also driven with a 1 mV sine wave on a 0.5 V bias, at 0.2, 1 and 5 GHz. The impedance extracted from the charge differed from Eq.~\eqref{Zagain} by at most $1.7\times10^{-8}$ of its magnitude. The heat differed from the electrical loss by at most $1.9\times10^{-8}$ of that loss.

\subsection{An external resistance}

A real source has a resistance. Let $r$ be its value times the capacitor area. Free motion then requires $r+Z=0$. Multiplication by $sC_\infty(s+\gamma_Q)$ gives
\begin{equation}
rC_\infty s^2+(1+rC_\infty\gamma_Q)s+\gamma_V=0. \label{quadratic}
\end{equation}
With $x=rC_\infty\gamma_Q$, the discriminant is
\begin{equation}
(1+x)^2-4x\frac{\gamma_V}{\gamma_Q}
=(1-x)^2+4x\left(1-\frac{\gamma_V}{\gamma_Q}\right)>0
\end{equation}
for $\gamma_Q>0$. The roots are real, so the circuit does not ring. If $\gamma_V>0$, all coefficients are positive and both roots are negative. If $\gamma_V<0$, their product is negative and one root grows. The resistance changes the speed but not the threshold.

For 50 $\Omega$ and 100 $\mu$m$^2$, $r=5000\ \Omega\,\mu$m$^2$ and $rC_\infty=0.238$ ns. With $s$ in ns$^{-1}$, Eq.~\eqref{quadratic} reads $0.238s^2+3.21s+4.74=0$. Its slow root is $-1.69$ ns$^{-1}$, against $-4.74$ ns$^{-1}$ for an ideal voltage source. A measured decay must be corrected for the source before it is used to infer $\rho$.

\subsection{What each derivation assumes}

The impedance derivation needs linear response in each layer and a common current. It needs no energy function. If the film obeyed another linear law $p=\chi(s)e$, the same addition would give
\begin{equation}
sZ=\frac{t_f}{\varepsilon_b+\chi(s)}+\frac{t_d}{\varepsilon_d},
\end{equation}
with more poles if $\chi$ had more of them. Positive dissipation, however, would have to be checked for each $\chi$.

The energy derivation assumes more: the static forces must derive from one function $W$, and the friction must be positive. In return, stability becomes a question of curvature, and Eq.~\eqref{power} covers large signals.

Both derivations assume a laterally uniform polarization and no free charge at the interface. Neither assumption follows from $\gamma_V>0$. Both also treat the electrodes as ideal. Finite screening in real electrodes adds a series capacitance $C_e$, so that $t_d/\varepsilon_d$ becomes $t_d/\varepsilon_d+1/C_e$. This favours the uniform state, but in the example $C_0$ drops below $\varepsilon_d/t_d$ once $C_e$ for the two electrodes together is below $|C_f|\approx55\ \mu$F/cm$^2$, a total screening length of only 0.016 nm in vacuum units.

\subsection{Failure by domains}

Let the polarization vary as $p\cos kx$, uniform through the film, with an added gradient stiffness $gk^2$. The background is isotropic and both electrodes are held at zero potential. Put the film at $0<z<t_f$. The potential amplitude rises from zero to $\phi_0$ at the interface as $\phi_0\sinh(kz)/\sinh(kt_f)$ and falls to zero across the dielectric in the same manner. Continuity of normal displacement at the interface requires
\begin{equation}
p-\varepsilon_bk\phi_0\coth(kt_f)=\varepsilon_dk\phi_0\coth(kt_d).
\end{equation}
The mean film field is $-\phi_0/t_f$. Solving for $\phi_0$ gives the stiffness
\begin{equation}
\Lambda(k)=\alpha+gk^2+\frac{1}{t_fk\left[\varepsilon_b\coth(kt_f)+\varepsilon_d\coth(kt_d)\right]}. \label{lateral}
\end{equation}
For $k\to0$, $k\coth(kt)\to1/t$ and the last term becomes $1/S$. At larger $k$ it falls, because opposite charges lie close together. Domains thus avoid part of the depolarizing energy that stabilizes the uniform state.

A profile free to vary with depth can lower the stiffness further, so Eq.~\eqref{lateral} is an upper bound on the softest mode at each $k$. For an assumed $g=10^{-10}$ m$^3$/F, the numerical minimum over such profiles is $3.65\times10^8$ m/F at zero bias, at a wavelength of about 2.65 nm. Equation~\eqref{lateral} gives $6.5\times10^8$ m/F at that wavelength, and the uniform mode has $2.4\times10^9$ m/F.

With this assumed $g$, taken equal along and across the film, with free surfaces and polarization along the normal only, the uniform state is linearly stable against domains, but with a much smaller margin than $\gamma_V$ suggests. The margin vanishes at $g=5\times10^{-11}$ m$^3$/F, half the assumed value. The lateral coefficient is the one that matters: with the depth coefficient kept at $10^{-10}$ m$^3$/F, a lateral value of $3\times10^{-11}$ m$^3$/F already makes the uniform state unstable. A wavelength of a few unit cells also strains the continuum model.

\subsection{Failure by interface charge}

Let free charge $\sigma$ collect at the interface, and let the layers have conductivities $\kappa_f$ and $\kappa_d$. At fixed voltage $e_d=-et_f/t_d$. The displacement condition $\varepsilon_de_d-\varepsilon_be-p=\sigma$ gives $e=-(p+\sigma)/S$. Charge arrives through the film and leaves through the dielectric, so $\dot\sigma=\kappa_fe-\kappa_de_d$. With $\kappa=\kappa_f+\kappa_dt_f/t_d$,
\begin{equation}
\dot p=-\frac{\alpha+1/S}{\rho}p-\frac{\sigma}{S\rho},\qquad
\dot\sigma=-\frac{\kappa}{S}(p+\sigma).
\end{equation}
The product of the two rates is the determinant
\begin{equation}
\frac{\kappa}{S\rho}\left(\alpha+\frac1S\right)-\frac{\kappa}{S^2\rho}=\frac{\kappa\alpha}{S\rho}.
\end{equation}
It is negative for $\alpha<0$, so one disturbance grows however small $\kappa$ is. For weak leakage the other rate is close to $-\gamma_V$, and division gives the growth rate $\kappa|\alpha|/(1+\alpha S)$. The interface charge slowly screens the polarization and removes the field that stabilized it.

A rough tunnelling estimate, which keeps only the exponential decay through rectangular barriers of 2 and 3 eV with mass ratios 0.2 and 0.3 for film and dielectric, gives the stack 3.5 S/cm$^2$. Matching the waves to free-electron electrodes raises this three to four times. Masses of 0.11 and 0.23 raise it about thirty times, while masses of 0.3 and 0.4, or 0.2 nm added to each layer, lower it about thirty times. The 13 $\mu$s and 60 kHz below share this uncertainty. If all that leakage charged the interface through the dielectric, the growth time would be 13 $\mu$s. With a conducting internal electrode, fed by tunnelling through the dielectric alone, it would be 0.8 ns, and 0.7 ns with tunnelling through the film included. This leakage is no longer weak: the values come from the two coupled equations, whose growth time cannot fall below $\rho/|\alpha|=0.5$ ns. Even without trapping, leakage of this estimated size exceeds the displacement current below about 60 kHz. While the interface stays uncharged, $C_0$ is thus a plateau between leakage and relaxation, and not a true dc value. With the conducting internal electrode, growth within a nanosecond leaves no room for that plateau.

\subsection{The model beside real stacks}

The permittivities lie in the rough range of hafnium-zirconium oxide on aluminium oxide, but 1.5 nm is far thinner than the roughly 10 nm common in memory capacitors. The values of $a$, $g$, $\rho$ and the spontaneous polarization for such a thin film are assumptions; with everything else fixed, the rates $\gamma_V$ and $\gamma_Q$ scale as $1/\rho$. Real films are often polycrystalline, with domains and trapped charge, which breaks the uniform model. Complete loss of the negative film response, with the film voltage taken as zero, would lower $C_0$ from 9.3 to 8.0 $\mu$F/cm$^2$; a positive film capacitance would lower it further. At 0.5 V the dielectric field is 5.8 MV/cm, and it reaches an assumed breakdown field of 10 MV/cm at 0.89 V. Heating from 300 to 358 K, with $a$ taken as linear and vanishing at 700 K, lowers $C_0$ to 9.1 $\mu$F/cm$^2$. For these inputs, this heating changes $C_0$ by only about 3\%, while domains and interface charge can remove the stabilized state altogether. The numerical output lists the remaining values.

\section*{Computed results}
\begin{verbatim}
Film thickness: 1.5 nm
Dielectric thickness: 1 nm
Film background relative permittivity: 20
Dielectric relative permittivity: 9
Landau coefficient a: -1e+09 m/F
Landau coefficient b: 2.5e+10 m^5/(F C^2)
Landau spontaneous polarization: 20 uC/cm2
Landau coercive field: 0.7698 MV/cm
Damping rho: 0.5 ohm m
Electrostatic stiffness 1/S: 3.371e+09 m/F
Minimum dielectric thickness, uniform mode: 0.1453 nm
Film capacitance, zero bias: -54.86 uF/cm2
Dielectric capacitance: 7.969 uF/cm2
High-frequency stack capacitance: 4.757 uF/cm2
Static stack capacitance: 9.323 uF/cm2
Static stack / dielectric capacitance: 1.17
Fixed-voltage rate gV: 4.743 1/ns
Fixed-voltage relaxation time: 0.2108 ns
Fixed-voltage corner frequency: 0.7548 GHz
Fixed-charge rate gQ: 9.294 1/ns
Rate gV if background were zero: 14.73 1/ns
Z at 0.1 GHz: 1102.5 -17145.8i ohm um2
Z at 1 GHz: 760.1 -2221.0i ohm um2
Z at 10 GHz: 23.7 -331.0i ohm um2
External resistance times area: 5000 ohm um2
Slow rate with external resistance: 1.688 1/ns
Bias voltage: 0.5 V
Polarization at bias: 5.49 uC/cm2
Landau curvature alpha at bias: -7.739e+08 m/F
Static capacitance at bias: 8.926 uF/cm2
Relaxation time at bias: 0.1925 ns
Film field at bias: -0.5076 MV/cm
Dielectric field at bias: 5.761 MV/cm
Voltage across dielectric at bias: 0.5761 V
Assumed rough breakdown field: 10 MV/cm
Stack voltage at that field: 0.8909 V
Largest impedance error in time test: 1.7e-08
Largest energy-loss error in time test: 1.9e-08
Assumed gradient coefficient: 1e-10 m^3/F
Softest lateral stiffness: 3.65e+08 m/F
Same k, profile uniform in depth: 6.51e+08 m/F
Softest lateral wavelength: 2.6 nm
Softest lateral decay rate: 0.73 1/ns
Minimum gradient coefficient: 5e-11 m^3/F
Barriers film, dielectric: 2, 3 eV
Tunnelling mass ratios film, dielectric: 0.2, 0.3
Stack tunnel conductance: 3.5 S/cm2
Linear tunnel current at bias: 1.8 A/cm2
Leakage corner frequency: 60 kHz
Growth time if that leakage charges interface: 13 us
Growth time with leaky internal electrode: 0.8 ns
Assumed temperature where a vanishes: 700 K
Reference and use temperatures: 300, 358 K
Static capacitance at use temperature: 9.06 uF/cm2
Relaxation time at use temperature: 0.1987 ns
\end{verbatim}
